\section*{Hush's Coupling and Bandwidth Formulas for Intervalence Absorption}

\section{From light absorption to a transition dipole}

Q: A mixed-valence molecule holds an electron on one of two equivalent sites, and light moves it to the other. The spectrum gives a height, a position and a width. Why should these contain the electronic coupling between the sites?

A: Coupling mixes the two charge-localized states, and the mixing gives the transition its dipole. We therefore need two relations: one from absorption to dipole, and one from dipole to coupling.

For the first, let a weak pulse $E(t)$ act along $z$ on a transition of angular frequency $\omega_0$. The interaction is $-\mu_zE(t)$. With $\hat E(\omega)=\int E(t)e^{i\omega t}dt$, first-order perturbation theory gives the excitation probability
\begin{equation}
P=\frac{\mu_z^2|\hat E(\omega_0)|^2}{\hbar^2}.
\end{equation}
The absorbed energy is $\hbar\omega_0P$. The pulse carries energy per area $\varepsilon_0c\int E^2dt=\int_0^\infty F(\omega)d\omega$, where Parseval's theorem gives $F=\varepsilon_0c|\hat E|^2/\pi$. For a narrow line of cross-section $\sigma$, the absorbed energy is also $F(\omega_0)\int\sigma\,d\omega$. Equating the two,
\begin{equation}
\int\sigma\,d\omega=\frac{\pi\omega_0\mu_z^2}{\varepsilon_0\hbar c}.
\end{equation}
Random orientation replaces $\mu_z^2$ by $\mu^2/3$. Division by $\omega_0$ gives
\begin{equation}
\int\sigma\frac{d\omega}{\omega}=\frac{\pi\mu^2}{3\varepsilon_0\hbar c}.
\end{equation}

Q: Chemists report a molar coefficient, not a cross-section.

A: The decadic molar coefficient $\epsilon$ is defined by a transmission $10^{-\epsilon Cl}$ for concentration $C$ and path $l$. The same transmission is $e^{-N_AC\sigma l}$, so $\epsilon=N_A\sigma/\ln10$. Because $d\omega/\omega=d\nu/\nu$ for the wavenumber $\nu$,
\begin{equation}
\int\epsilon\frac{d\nu}{\nu}=A\mu^2,\qquad
A=\frac{\pi N_A}{3\ln10\,\varepsilon_0\hbar c}.
\label{absorption}
\end{equation}
Local-field and refractive-index factors have been set to one. A solvent correction would multiply $A$, and the inferred coupling would change by the inverse square root of that factor.

\section{From the dipole to the coupling}

Q: The dipole depends on how strongly the states mix, and the mixing changes as the nuclei move. Must you assume one fixed dipole for the whole band?

A: No. From here on, energies are divided by $hc$ and are wavenumbers. Let $|a\rangle$ and $|b\rangle$ be the localized (diabatic) states, with nuclear Hamiltonians $h_a$ and $h_b$ and constant coupling $H$:
\begin{equation}
\hat{\mathcal H}=h_a|a\rangle\langle a|+h_b|b\rangle\langle b|
+H(|a\rangle\langle b|+|b\rangle\langle a|).
\end{equation}
Let $r$ be the distance through which charge $e$ moves between these states. We assume that their dipoles do not depend on the nuclear coordinates and that there is no off-diagonal diabatic dipole. Apart from a constant, which causes no transitions, the dipole along the transfer axis is
\begin{equation}
\hat\mu=\frac{er}{2}(|b\rangle\langle b|-|a\rangle\langle a|).
\end{equation}
It commutes with the first two terms of $\hat{\mathcal H}$. For the third, $[|a\rangle\langle b|,\hat\mu]=er|a\rangle\langle b|$ and $[|b\rangle\langle a|,\hat\mu]=-er|b\rangle\langle a|$. Thus
\begin{equation}
[\hat{\mathcal H},\hat\mu]=erH\hat K,\qquad
\hat K=|a\rangle\langle b|-|b\rangle\langle a|.
\end{equation}
Between eigenstates $i$ and $f$ of $\hat{\mathcal H}$ this reads
\begin{equation}
(E_f-E_i)\mu_{fi}=erH K_{fi}.
\label{commutator}
\end{equation}

Q: What does that say about one nuclear configuration?

A: With fixed nuclei there are two electronic states,
$|-\rangle=\cos\phi|a\rangle+\sin\phi|b\rangle$ and
$|+\rangle=-\sin\phi|a\rangle+\cos\phi|b\rangle$. Then
$\langle+|\hat K|-\rangle=-\sin^2\phi-\cos^2\phi=-1$. If their gap is $D$,
\begin{equation}
|\mu_{12}|=\frac{erH}{D}.
\label{dipole}
\end{equation}
A larger gap means weaker mixing and a smaller dipole. No expansion in $H$ was made.

Q: And when the nuclei are quantum particles?

A: Use $\hat K^\dagger\hat K=|a\rangle\langle a|+|b\rangle\langle b|=1$. Squaring equation (\ref{commutator}) and summing over the complete set of final states gives
\begin{equation}
\sum_f(E_f-E_i)^2|\mu_{fi}|^2=(erH)^2.
\label{sumrule}
\end{equation}
By equation (\ref{absorption}), a line at $\nu_{fi}$ contributes $A\nu_{fi}|\mu_{fi}|^2$ to $\int\epsilon\,d\nu$, and one more factor $\nu_{fi}$ to $\int\epsilon\nu\,d\nu$. If the intervalence band carries essentially the whole sum, and its upper levels are thermally empty,
\begin{equation}
\int\epsilon\nu\,d\nu=A(erH)^2.
\label{moment}
\end{equation}
The area to measure is therefore that of $\nu\epsilon$, and the relation does not require a particular band shape.

\section{The shape of the band}

Q: A height and a width do not fix an area unless the shape is known. Where does the shape come from?

A: From thermal motion. Take one classical harmonic coordinate $q$, reorganization energy $\lambda$, and equivalent sites:
\begin{equation}
U_a=\lambda q^2,\qquad U_b=\lambda(q-1)^2,\qquad
x=U_b-U_a=\lambda(1-2q).
\end{equation}
The mean of the two energies is $\lambda(q^2-q+1/2)=\lambda/4+x^2/(4\lambda)$. The adiabatic gap is $D=\sqrt{x^2+4H^2}$, so the lower surface is
\begin{align}
U_-&=\frac{\lambda}{4}+\frac{x^2}{4\lambda}-\frac D2
=\frac{\lambda}{4}+\frac{D^2-4H^2}{4\lambda}-\frac D2\nonumber\\
&=\frac{(D-\lambda)^2}{4\lambda}-\frac{H^2}{\lambda}.
\label{surface}
\end{align}
For $2H<\lambda$ its minima lie at $D=\lambda$. The vertical transition from a minimum costs $\lambda$, although the coupling has moved and lowered the minimum.

Let $\theta=k_BT/(hc)$. The Boltzmann density in $x$ is proportional to $\exp[-(D-\lambda)^2/(4\lambda\theta)]$. Changing variable with $|dx/dD|=D/\sqrt{D^2-4H^2}$ gives the density $p(D)$ of gaps. A configuration of gap $D$ absorbs at $\nu=D$ with the dipole of equation (\ref{dipole}), so $\nu\epsilon=A(erH)^2p(\nu)$, or
\begin{equation}
\nu\epsilon(\nu)\propto
\frac{\nu}{\sqrt{\nu^2-4H^2}}
\exp\left[-\frac{(\nu-\lambda)^2}{4\lambda\theta}\right],
\qquad \nu>2H.
\label{shape}
\end{equation}
This holds for classical nuclei with the upper surface empty. When $2H\ll\lambda$, the first factor is nearly constant across the band. What remains is a Gaussian centred at $\lambda$ with variance
\begin{equation}
s^2=2\lambda\theta.
\end{equation}

Q: Then finish the area.

A: A Gaussian of height $G_0$ falls to half height at $\pm s\sqrt{2\ln2}$, so its full width is $W_G=\sqrt{8\ln2}\,s$. Its area is
\begin{equation}
\sqrt{2\pi}\,sG_0=\sqrt{\frac{\pi}{4\ln2}}\,G_0W_G.
\end{equation}
Now put $G_0\approx\epsilon_{\max}\nu_{\max}$ and $W_G\approx\Delta\nu$, where $\Delta\nu$ is the full width of $\epsilon$ at half maximum. Equation (\ref{moment}) then yields
\begin{equation}
H=\frac1{er}\left[\frac{1}{A}\sqrt{\frac{\pi}{4\ln2}}\,
\epsilon_{\max}\nu_{\max}\Delta\nu\right]^{1/2}.
\label{hush}
\end{equation}

Q: Where is the number in the familiar formula?

A: It comes from units. In SI, $A=9.784\times10^{59}\ \mathrm{m^2\,mol^{-1}(C\,m)^{-2}}$, and the Gaussian factor is 1.0645. One $\mathrm{M^{-1}cm^{-1}}$ is $0.1\ \mathrm{m^2\,mol^{-1}}$, and $e$ times one angstrom is $1.602\times10^{-29}$ C m. Hence
\begin{equation}
\frac{\sqrt{0.1\times1.0645/(9.784\times10^{59})}}
{1.602\times10^{-29}}=0.0206,
\end{equation}
and
\begin{equation}
H=\frac{0.0206}{r}\sqrt{\epsilon_{\max}\nu_{\max}\Delta\nu},
\end{equation}
with $r$ in angstrom, $\epsilon_{\max}$ in $\mathrm{M^{-1}cm^{-1}}$, and the other quantities in $\mathrm{cm^{-1}}$.

\section{The error made at the peak}

Q: You found that $\nu\epsilon$ is Gaussian, then used the peak and width of $\epsilon$. How much does that cost?

A: Set $u=(\nu-\lambda)/s$ and $\eta=s/\lambda$. Then $\epsilon\propto e^{-f}$ with
\begin{equation}
f(u)=\frac{u^2}{2}+\ln(1+\eta u).
\end{equation}
At the maximum $u_m(1+\eta u_m)=-\eta$, so $u_m=-\eta-\eta^3+O(\eta^5)$. The product of height and position, relative to $G_0$, is
\begin{equation}
\frac{\epsilon_{\max}\nu_{\max}}{G_0}=e^{-u_m^2/2}
=1-\frac{\eta^2}{2}-\frac78\eta^4+O(\eta^6).
\label{height}
\end{equation}
For the width, let $y=u-u_m$ and $\kappa=\eta/(1+\eta u_m)$, so that $\kappa^2=\eta^2+2\eta^4+O(\eta^6)$. The linear term vanishes at the maximum, and half height requires
\begin{equation}
\frac{1-\kappa^2}{2}y^2+\frac{\kappa^3}{3}y^3
-\frac{\kappa^4}{4}y^4+\cdots=\ln2.
\end{equation}
The quadratic term alone gives $|y|=\sqrt{2\ln2/(1-\kappa^2)}$. The cubic term shifts both roots equally at first order, leaving their separation unchanged; its second-order effect is $O(\eta^6)$. The quartic term lengthens each $|y|$ by the fraction $\kappa^4y^2/4\approx\kappa^4\ln2/2$. Therefore
\begin{align}
\frac{\Delta\nu}{W_G}&=1+\frac{\kappa^2}{2}
+\left(\frac38+\frac{\ln2}{2}\right)\kappa^4+O(\kappa^6)\nonumber\\
&=1+\frac{\eta^2}{2}
+\left(\frac{11}{8}+\frac{\ln2}{2}\right)\eta^4+O(\eta^6).
\label{width}
\end{align}
Multiplying equations (\ref{height}) and (\ref{width}), the $\eta^2$ terms cancel:
\begin{equation}
\frac{\epsilon_{\max}\nu_{\max}\Delta\nu}{G_0W_G}
=1+\left(\frac14+\frac{\ln2}{2}\right)\eta^4+O(\eta^6).
\end{equation}
The lowered product is compensated by the broader band. Since $H$ is a square root, its relative error from this source is half the $\eta^4$ term at leading order.

\section{Predicting the width}

Q: Can the width be predicted without measuring it?

A: Yes, for slow nuclei and equivalent sites. From $W_G=\sqrt{8\ln2}\,s$ and $s^2=2\lambda\theta$, $W_G^2=16\ln2\,\theta\lambda$. Replacing $W_G$ by $\Delta\nu$ and $\lambda$ by $\nu_{\max}$,
\begin{equation}
\Delta\nu\approx\sqrt{16\ln2\,\theta\,\nu_{\max}}.
\label{simplewidth}
\end{equation}
At 300 K, $\theta=208.5\ \mathrm{cm^{-1}}$ and the factor $16\ln2\,\theta$ is $2312\ \mathrm{cm^{-1}}$. The usual form is
\begin{equation}
\Delta\nu\approx\sqrt{(2310\ \mathrm{cm^{-1}})\,\nu_{\max}}.
\end{equation}
The number 2310 carries a unit and a temperature: it corresponds to 299.7 K. At 298.15 K the factor is $2298\ \mathrm{cm^{-1}}$.

Q: Does the same cancellation protect this formula?

A: No. The peak lies at $\nu_{\max}=\lambda(1+\eta u_m)\approx\lambda(1-\eta^2)$. With $\eta^2=2\theta/\lambda$, that is a shift of about $-2\theta$. The prediction is thus lowered by the fraction $\eta^2/2$, while the actual width is raised by $\eta^2/2$. These errors add:
\begin{equation}
\frac{\Delta\nu}{\sqrt{16\ln2\,\theta\nu_{\max}}}
=1+\eta^2+\left(\frac52+\frac{\ln2}{2}\right)\eta^4+O(\eta^6).
\label{widtherror}
\end{equation}
The last coefficient follows from equation (\ref{width}) and
$(1-\eta^2-\eta^4)^{-1/2}=1+\eta^2/2+7\eta^4/8+O(\eta^6)$.

Q: What if the sites are not equivalent?

A: Add an offset $E_0$ to $U_b$ and start in well $a$. At weak coupling the gap is $E_0+\lambda(1-2q)$. Its mean becomes $\lambda+E_0$, but its variance is still $2\lambda\theta$. Equation (\ref{simplewidth}) must therefore contain $\nu_{\max}-E_0$ in place of $\nu_{\max}$. The sum rule (\ref{sumrule}) is unchanged, because the offset commutes with the dipole.

Q: And if the vibration is not slow compared with thermal energy?

A: Let its quantum be $w$, in wavenumbers. At weak coupling, take $i$ as a vibrational level of $a$ and $f$ as one of $b$. (For equivalent sites the exact eigenstates are nearly degenerate even and odd combinations of such levels; summed over each pair they give the same intensities.) Then $|K_{fi}|$ is a vibrational overlap, and $\nu\epsilon$ follows the Franck--Condon distribution. Since $(h_b-E_i)|i\rangle=(h_b-h_a)|i\rangle=x|i\rangle$, the first two moments of that distribution are $\langle x\rangle$ and $\langle x^2\rangle$. Its variance is that of the gap, $4\lambda^2\langle q^2\rangle$.

For a harmonic oscillator the mean potential energy is half the total, so $\lambda\langle q^2\rangle=(w/4)\coth(w/2\theta)$. Consequently
\begin{equation}
s^2=\lambda w\coth\left(\frac{w}{2\theta}\right).
\label{quantum}
\end{equation}
For $w\ll\theta$, $\coth(w/2\theta)\approx2\theta/w$ and the classical $2\lambda\theta$ returns. For $w\gg\theta$, the variance tends to $\lambda w$: zero-point motion keeps the band broad on cooling, and the square-root dependence on temperature is lost. If few quanta are involved, the band may also be a resolved progression, for which a Gaussian width has little meaning.

\section{Reading a computed band}

Q: I would like to see a band whose coupling is known beforehand.

A: Choose round model parameters: $\lambda=8000\ \mathrm{cm^{-1}}$, $H=300\ \mathrm{cm^{-1}}$, $r=7$ angstrom, $w=100\ \mathrm{cm^{-1}}$ and $T=300$ K. The vibronic Hamiltonian was diagonalized with 400 oscillator functions for each electronic state. The thermally weighted lines, less stimulated emission, were each given a Gaussian profile of standard deviation $100\ \mathrm{cm^{-1}}$. The resulting smooth band has
\begin{align}
\epsilon_{\max}&=308.1\ \mathrm{M^{-1}cm^{-1}},\nonumber\\
\nu_{\max}&=7545\ \mathrm{cm^{-1}},\qquad
\Delta\nu=4485\ \mathrm{cm^{-1}}.
\end{align}
Equation (\ref{hush}), with the prefactor kept as 0.02059, gives
\begin{equation}
H=\frac{0.02059}{7}\sqrt{308.1\times7545\times4485}
=300.3\ \mathrm{cm^{-1}}.
\end{equation}
This is 0.1\% above the input. Here $\eta=0.228$, and the leading shape correction to $H$ is
$\frac12(0.597)(0.228)^4=0.0008$, or 0.08\%, of the same sign and similar size. At this $\eta$ the higher orders are not negligible: the full correction for a Gaussian $\nu\epsilon$ is 0.12\%. Transitions above $2000\ \mathrm{cm^{-1}}$ carry 99.94\% of $(erH)^2$, which justifies equation (\ref{moment}) for this band.

Q: That coupling is small. Does the agreement survive a larger one?

A: Doubling the input to $600\ \mathrm{cm^{-1}}$ gives a height of $1232\ \mathrm{M^{-1}cm^{-1}}$, a peak at $7533\ \mathrm{cm^{-1}}$ and a width of $4494\ \mathrm{cm^{-1}}$. The formula returns $600.5\ \mathrm{cm^{-1}}$, again 0.1\% high. The intensity has grown about fourfold, as $H^2$ requires, while position and width have hardly moved. In equation (\ref{shape}) the factor containing $H$ is still nearly constant over the band, and normalizing $p$ removes a constant factor.

Q: How good is the width prediction for the first band?

A: It gives $\sqrt{2312\times7545}=4177\ \mathrm{cm^{-1}}$. The computed width is larger by 7.4\% of this prediction. The $\eta^2$ term in equation (\ref{widtherror}) supplies 5.2\%, and the $\eta^4$ term another 0.8\%. Quantum motion and the added line profile matter too: the width of $\nu\epsilon$ is $4348\ \mathrm{cm^{-1}}$, against the classical $4301\ \mathrm{cm^{-1}}$, a rise of 1.1\%. Together these account for most of the excess. At a similar peak position and temperature, a measured band several per cent wider than the simple prediction is thus no evidence, by itself, for additional fast vibrations. Inequivalent sites act the other way: starting from the lower well, an offset $E_0>0$ raises $\nu_{\max}$ without raising the variance of the gap, so the actual width falls relative to the simple prediction. To leading order their ratio is $1+\eta^2-E_0/(2\lambda)$, with $\eta^2=2\theta/\lambda$. For classical nuclei with only the lower well occupied, the band is therefore narrower than predicted only when $E_0$ exceeds about $4\theta$, roughly $800\ \mathrm{cm^{-1}}$ at 300 K. In thermal equilibrium the upper well is also slightly occupied and absorbs near $\lambda-E_0$. This widens the total band and moves the threshold to about $900\ \mathrm{cm^{-1}}$ for the present $\lambda$. The quantum motion and line profile in the present example widen the band further and raise the threshold to just above $1000\ \mathrm{cm^{-1}}$.

\section{What the inferred coupling means}

Q: The fit may be accurate, but who tells me $r$?

A: The spectrum does not. It determines the product $rH$, so an overestimated distance gives an underestimated coupling in the same proportion. The required $r$ belongs to the localized diabatic states; the separation of the metal atoms can differ from it if charge is spread over ligands.

A dipole change between the adiabatic states can help. At fixed nuclei the traceless dipole matrix has diagonal elements $\pm\Delta\mu_{\mathrm{ad}}/2$, off-diagonal element $\mu_{12}$ and eigenvalues $\pm er/2$. Equating the determinants gives
\begin{equation}
(er)^2=(\Delta\mu_{\mathrm{ad}})^2+4\mu_{12}^2.
\end{equation}
In the first example, $\mu_{12}$ at $D=\lambda$ is $er\times300/8000=4.21\times10^{-30}$ C m, compared with $er=1.12\times10^{-28}$ C m. The adiabatic and diabatic distances then nearly coincide.

Q: When must I stop using the peak formula?

A: When the band no longer resembles the Gaussian assumed for its area. The edge at $\nu=2H$ in equation (\ref{shape}) cuts into the band once $\lambda-2H$ is down to about $2s$, which can happen well before $2H$ reaches $\lambda$. With the other parameters of the computed band, the peak formula is 1\% high at $2H=0.45\lambda$. At $2H=0.6\lambda$ the maximum has moved to the edge and the formula is 7\% low, and at $2H=0.75\lambda$ it is about 50\% low. For $2H\geq\lambda$, equation (\ref{surface}) has its lowest accessible point at $D=2H$, where $x=0$: the charge is shared equally. At that configuration the gap itself gives the coupling, $H=D/2$, without any distance.

The two-state assumption can fail as well. A third electronic state or a direct dipole between $|a\rangle$ and $|b\rangle$ adds terms to the commutator. A coupling $H(q)$ that varies with the nuclei replaces the constant $H$ there, and the sum rule then gives the mean of $H(q)^2$ over the initial state. The band may then be perfectly smooth while its intensity no longer measures $H$ alone.
